# Slow proton–hydrogen charge exchange: sine-squared law and logarithmic cross section, part 2

A proton passes a hydrogen atom in its ground state and may leave with the electron. We seek the transfer cross section $\sigma$ and its dependence on the relative speed $v$. Hartree atomic units are used: lengths are in bohr, energies in hartree, and $v$ in $\ln v$ is divided by its atomic unit.

The electron starts on proton A and may move to B. The protons follow a straight path with impact parameter $b$ and separation $R$; $s$ is the distance along the path from closest approach. The lowest even (g) and odd (u) electronic levels differ by $\Delta E=E_u-E_g$. With transitions to other levels neglected, the transfer probability is $P=\sin^2\eta$, where

$$
\eta=\frac{F(b)}v,\qquad
F(b)=\frac12\int_{-\infty}^{\infty}
\Delta E\!\left(\sqrt{b^2+s^2}\right)ds .
$$

At large $R$,

$$
\Delta E(R)\simeq4R\,e^{-R-1}.
$$

At large $b$ this gives the form labelled "Bessel" in the final table, with $K_n$ the modified Bessel function, and its leading behaviour:

$$
F(b)\simeq\frac2e b^2\left[K_0(b)+K_2(b)\right],
$$

$$
F(b)\simeq\frac{2\sqrt{2\pi}}e\,b^{3/2}e^{-b}.
$$

The local decay rate is

$$
\alpha(b)=-\frac{d\ln F}{db},
$$

$$
\alpha(b)\simeq1-\frac3{2b}.
$$

At small $R$ the lowest u level approaches an excited u level, and rotation of the axis between the protons can couple them. The model omits this.

The final table also lists earlier checks. In a one-dimensional model with two moving wells, the full time-dependent Schrödinger equation ("wave packet") was compared with $\sin^2\eta$. The "midplane formula" obtains $\Delta E$ from the g and u wave functions at the plane midway between the protons, divided by the "half-space overlap", the integral of their product over A's side. The "tail distortion" is the factor by which B's attraction raises the 1s tail of the atom at A; its midpoint value tends to $2e^{-1/2}=1.213$ at large $R$.

## 10. The cross section for an exponential phase

An impact parameter between $b$ and $b+db$ corresponds to a ring of area $2\pi b\,db$. Therefore

$$
\sigma(v)=2\pi\int_0^\infty b\sin^2\eta(b,v)\,db .
$$

At small $b$ the phase is large and the probability oscillates between 0 and 1. At large $b$ it falls to zero. A radius that represents both regions can be derived by first taking a strictly exponential phase,

$$
\eta=Ce^{-\alpha b},\qquad C\gg1,
$$

with constant $\alpha$.

Integrate by parts, using $b^2/2$ as the integral of $b$. The boundary term vanishes at zero because of $b^2$, and at infinity because $\eta$ decays exponentially:

$$
\sigma=-\pi\int_0^\infty b^2\sin(2\eta)\,\frac{d\eta}{db}\,db .
$$

As $b$ runs from 0 to infinity, $\eta$ runs from $C$ to 0. Reversing the limits removes the minus sign:

$$
\sigma=\pi\int_0^C b(\eta)^2\sin2\eta\,d\eta,
\qquad b(\eta)=\frac1\alpha\ln\frac C\eta .
$$

The upper limit may be replaced by infinity if a factor $e^{-\epsilon\eta}$ is inserted and $\epsilon$ is sent to zero after integration. To check the cost, let $g(\eta)=\ln^2(\eta/C)$. Both $g$ and $g'$ vanish at $\eta=C$. Two integrations by parts therefore give, in the damped sense,

$$
\int_C^\infty g\sin2\eta\,d\eta
=-\frac14\int_C^\infty g''\sin2\eta\,d\eta .
$$

Since $g''=2[1-\ln(\eta/C)]/\eta^2$, one further integration by parts shows that this remainder is of order $1/C^2$. It is negligible for large $C$.

The required integrals follow from

$$
J(q)=\int_0^\infty\eta^q\sin2\eta\,d\eta .
$$

Put $x=2\eta$. With damping,

$$
\int_0^\infty x^qe^{-(\epsilon-i)x}\,dx
=\frac{\Gamma(1+q)}{(\epsilon-i)^{1+q}}
\longrightarrow\Gamma(1+q)e^{i\pi(1+q)/2}.
$$

The imaginary part contains $\sin[\pi(1+q)/2]=\cos(\pi q/2)$. Including $2^{-1-q}$ from the change of variable,

$$
J(q)=2^{-1-q}\Gamma(1+q)\cos\frac{\pi q}{2}.
$$

Let $\gamma$ be Euler's constant. Near $q=0$,

$$
\ln\Gamma(1+q)=-\gamma q+\frac{\pi^2}{12}q^2+\cdots,
\qquad
\ln\cos\frac{\pi q}{2}=-\frac{\pi^2}{8}q^2+\cdots .
$$

With $\kappa=\gamma+\ln2$, adding the logarithms gives

$$
\ln[2J(q)]=-\kappa q-\frac{\pi^2}{24}q^2+\cdots,
$$

and exponentiation gives

$$
2J(q)=1-\kappa q+\left(\frac{\kappa^2}{2}-\frac{\pi^2}{24}\right)q^2+\cdots .
$$

On the other hand, $\eta^q=1+q\ln\eta+\tfrac12q^2\ln^2\eta+\cdots$. Comparison of powers of $q$ yields

$$
\int_0^\infty\sin2\eta\,d\eta=\frac12,\qquad
\int_0^\infty\ln\eta\,\sin2\eta\,d\eta=-\frac\kappa2,
$$

$$
\int_0^\infty\ln^2\eta\,\sin2\eta\,d\eta
=\frac12\left(\kappa^2-\frac{\pi^2}{12}\right).
$$

Now expand $(\ln C-\ln\eta)^2$ and insert the three integrals:

$$
\sigma\simeq\frac{\pi}{2\alpha^2}
\left[\ln^2C+2\kappa\ln C+\kappa^2-\frac{\pi^2}{12}\right],
$$

or

$$
\sigma\simeq\frac{\pi}{2\alpha^2}
\left[(\ln2C+\gamma)^2-\frac{\pi^2}{12}\right].
$$

For $C=200$ and $\alpha=1$, direct integration and this formula both give 66.484 bohr$^2$.

## 11. The critical radius

Define

$$
b_c=\frac{\ln2C+\gamma}{\alpha}.
$$

The exponential result becomes

$$
\sigma\simeq\frac\pi2b_c^2-\frac{\pi^3}{24\alpha^2}.
$$

The phase at this radius is independent of $C$ and $\alpha$:

$$
\eta(b_c)=C e^{-(\ln2C+\gamma)}=\frac{e^{-\gamma}}2=0.2807 .
$$

At leading order the cross section is that of a disc of radius $b_c$ on which the transfer probability is one half. This describes the integrated area, not the probability at each radius. At $b_c$ itself the probability is $\sin^2(0.2807)\simeq0.077$. The contribution from outside the disc is part of the balance that fixes its radius.

For hydrogen $F$ is not purely exponential, but its decay rate changes slowly over the outer region where $\eta$ falls through values of order one. At $v=0.1$, for instance, $\alpha$ rises from 0.70 to 0.83 per bohr while $\eta$ falls from 2 to 0.1. The same condition is therefore used to define the radius:

$$
\boxed{\sigma(v)\simeq\frac\pi2b_c^2,\qquad
F(b_c)=\frac{e^{-\gamma}}2\,v .}
$$

The subtraction found above is of relative order $1/b_c^2$. The variation of $\alpha$ adds a smaller term at large $b_c$. To see its order, regard $b$ as a function of $\ln F$. Its first derivative is $-1/\alpha$ and its second is $-\alpha'/\alpha^3$, where $\alpha'=d\alpha/db\simeq3/(2b^2)$. Since $\ln\eta$ varies by order one in the outer region, $b^2$ changes by order $b_c\alpha'\sim1/b_c$. Relative to $b_c^2$ this is of order $1/b_c^3$.

The inner region gives a small oscillation with speed. $F$ depends on $b^2$, so near the centre $F\simeq F_0-\tfrac12F_2b^2$, with constants $F_0$ and $F_2$. In $\sin^2\eta=(1-\cos2\eta)/2$, the oscillating part contains

$$
\int b\cos\!\left(\frac{2F_0-F_2b^2}{v}\right)db .
$$

With $b^2/2$ as variable, the cosine has wave number $2F_2/v$. The contribution from the lower endpoint is therefore of order $v$. It becomes small at low speed because neighbouring impact parameters have very different phases. At leading order in $v$, its contribution to $\sigma$ is $-\frac{\pi v}{2F_2}\sin(2F_0/v)$. For hydrogen $F_0$ and $F_2$ are both about 2.4, so at $v=0.1$ this ripple has an amplitude below 0.1 bohr$^2$. The ripple belongs to the straight-path model. It comes from impact parameters of a few tenths of a bohr, where real protons are deflected and axis rotation is fastest. At $v=0.1$ a head-on pair turns back near $R=0.2$ bohr, and the semiclassical phase on the g and u potential curves is about 25.9 rad instead of $F_0/v=24.4$ rad. Its phase and size are therefore not predictions for real collisions.

## 12. Why the square root is locally linear in ln v

Take the logarithm of the condition for $b_c$:

$$
\ln F(b_c)=\ln v-\gamma-\ln2 .
$$

Differentiate with respect to $\ln v$. The constants drop out, and the chain rule gives

$$
-\alpha(b_c)\frac{db_c}{d\ln v}=1,
\qquad
\frac{db_c}{d\ln v}=-\frac1{\alpha(b_c)} .
$$

At leading order $\sqrt\sigma=\sqrt{\pi/2}\,b_c$. From here on, derivatives refer to the smooth part of $\sigma$, averaged over the ripple of section 11. Hence

$$
\boxed{\frac{d\sqrt\sigma}{d\ln v}\simeq-B,
\qquad B=\frac{\sqrt{\pi/2}}{\alpha(b_c)} .}
$$

About a reference speed $v_0$ this is the linear law

$$
\sqrt{\sigma(v)}\simeq\sqrt{\sigma(v_0)}-B\ln\frac v{v_0}.
$$

Each equal factor in speed removes nearly the same length from the effective radius. The coefficient is set by how fast the overlap of the atomic tails decays.

The law is local because $\alpha$ depends on $b_c$. Inserting the large-$b$ form of $F$ in the critical condition and solving for the explicit linear term gives

$$
b_c\simeq\ln\frac1v+\frac32\ln b_c
+\ln\frac{4\sqrt{2\pi}}e+\gamma .
$$

The term $\tfrac32\ln b_c$ prevents a global straight line. It varies as the logarithm of a logarithm of the speed, so its effect is slow. As $v$ decreases, $b_c$ grows, $\alpha$ rises towards 1, and $B$ falls towards $\sqrt{\pi/2}=1.253$ bohr within this model.

The bending of the smooth part can be estimated by differentiating once more. Since $d\alpha/d\ln v=-\alpha'/\alpha$,

$$
\frac{d^2\sqrt\sigma}{d(\ln v)^2}
\simeq\sqrt{\frac\pi2}\,\frac1{\alpha^2}\frac{d\alpha}{d\ln v}
=-B\frac{\alpha'}{\alpha^2}
\simeq-\frac{3B}{2b_c^2\alpha^2}.
$$

For large $b_c$ this is much smaller than $B$. At the speeds of section 13 it gives only the rough size: at $v=0.1$ it is $-0.07$ bohr, while the smooth part of the integrated cross section bends by about $-0.09$ bohr, and the gap widens at higher speed. That is the sense in which the plot is nearly straight. The ripple is small in $\sqrt\sigma$ itself, about 0.004 bohr at $v=0.1$, but its phase $2F_0/v$ changes quickly. Each derivative with respect to $\ln v$ multiplies it by about $2F_0/v$. It makes the pointwise slope oscillate about $-B$ with amplitude $\pi F_0/(2F_2\sqrt\sigma)$, about 0.2 bohr at $v=0.1$, and it dominates the pointwise second derivative. The slope and bending formulas therefore describe the trend over several oscillations, not the derivatives at one speed.

## 13. Worked example: H⁺ on H(1s)

The example uses numerically converged nonrelativistic H$_2^+$ splittings with fixed protons, rather than the asymptotic formula at all distances. Beyond 18 bohr the computed splitting is continued with the asymptotic $Re^{-R}$ dependence. The collision treatment is still the two-level, straight-path model.

Take $v=0.1$, which corresponds to a proton energy of 250 eV with the atom initially at rest. At $b=6$ bohr the path integral is $F=0.07657$. Thus

$$
\eta=\frac{0.07657}{0.1}=0.7657,
\qquad P=\sin^2(0.7657)=0.480 .
$$

At $b=4$ the phase is 3.178, slightly more than $\pi$, and $P$ is 0.001: the electron has made just over one complete excursion to B and back. At $b=8$ the phase is 0.157 and $P=0.025$, now in the weak outer tail.

The critical condition requires

$$
F(b_c)=0.2807\times0.1=0.02807 .
$$

Its solution is $b_c=7.286$ bohr. The leading estimate is

$$
\frac\pi2(7.286)^2=83.4\ \text{bohr}^2 .
$$

Direct integration over impact parameters gives 81.9 bohr$^2$, or $2.29\times10^{-15}$ cm$^2$. The leading estimate is high by 1.8% relative to the integral. With $\alpha\simeq1-3/(2\times7.286)=0.794$, the subtraction derived for an exponential phase is

$$
\frac{\pi^3}{24(0.794)^2}\simeq2.0\ \text{bohr}^2 ,
$$

which has the right sign but overestimates the actual difference, $83.39-81.94=1.45$ bohr$^2$.

The speed dependence is:

| $v$ | $b_c$ (bohr) | $\sigma$ (bohr²) |
|---:|---:|---:|
| 0.03 | 8.76 | 118.9 |
| 0.05 | 8.14 | 102.6 |
| 0.10 | 7.29 | 81.9 |
| 0.20 | 6.41 | 62.9 |
| 0.30 | 5.87 | 52.4 |

A tenfold increase in speed reduces the cross section by a factor of about 2.3. A least-squares line through thirteen logarithmically spaced speeds in this range is

$$
\sqrt\sigma=5.371-1.587\ln v ,
$$

with $\sqrt\sigma$ in bohr. At $v=0.1$, for instance,

$$
\sqrt\sigma=5.371+1.587\times2.303=9.026,
\qquad \sigma=81.5\ \text{bohr}^2 .
$$

The largest departure of $\sqrt\sigma$ from the line at the fitted speeds is 0.041 bohr; the largest relative departure is 0.57%. The local formula predicts $B=1.50$, 1.56 and 1.67 bohr at $v=0.03$, 0.095 and 0.3. The smooth part of the integrated cross section has slopes of about 1.51, 1.58 and 1.73 bohr at these speeds, so the leading formula is low by up to 4%. The fitted value lies between the extremes, and the drift shows why the line should not be extended without limit. The numerical output contains further values and the comparisons used as tests.

## 14. Where the result fails

At speeds near 1 the electron cannot follow the moving protons adiabatically. Excitation, ionization and the electron's translational momentum then matter. The wave-packet comparison in one dimension already shows visible errors at $v=0.4$; it does not provide a general error estimate for hydrogen.

For close collisions the straight path already fails within the tabulated range. At $v=0.03$ a head-on pair in the u state turns back near 1.8 bohr, and the phase at $b=2$ is about 30 rad instead of 36 rad. Because the inner region averages to one half, semiclassical phases on the separate g and u potential curves change the tabulated cross sections from $v=0.03$ to 0.2 by less than 0.2 bohr$^2$. At very low speeds the straight path fails at the larger impact parameters as well. The interaction energy is no longer small compared with the kinetic energy of relative motion, and the g and u states exert different forces on the protons. The phase must then be obtained from the quantum motion of the nuclei. Interference between direct and exchange scattering of identical protons also becomes relevant when the outgoing protons cannot be distinguished by their motion. The formal growth of $\sigma$ as $\tfrac\pi2\ln^2(1/v)$ is therefore a limit of the straight-path model, not a prediction for arbitrarily cold collisions.

Close collisions have a further limitation, because rotation of the axis can transfer part of the u state to an excited level. Their area is limited, and rapid phase oscillation makes the integrated cross section less sensitive to a modest phase error there than the probability at one impact parameter. Loss to other levels is different: it removes probability and is not repaired by averaging over phase. The cross sections above omit that loss and should be read as results of the stated model, not as measured values.

## Table of computed values

```
Two moving wells: transfer probability
 v=0.4 a.u.: largest difference 0.1115
 v=0.05 b=2 a.u.: wave packet 0.8090, sin^2 0.7969
 v=0.05 b=3 a.u.: wave packet 0.0051, sin^2 0.0066
 v=0.05 b=4 a.u.: wave packet 0.5450, sin^2 0.5397
 v=0.05 b=5 a.u.: wave packet 0.9978, sin^2 0.9980
 v=0.05 b=6 a.u.: wave packet 0.3626, sin^2 0.3613
 v=0.05 a.u.: largest difference 0.0121
H2+ splitting E_u-E_g (hartree) and ratio to 4R exp(-R-1)
 R=2 bohr: 4.35100e-01, ratio 1.0924
 R=8 bohr: 3.96437e-03, ratio 1.0039
 R=12 bohr: 1.10412e-04, ratio 1.0177
 R=16 bohr: 2.69771e-06, ratio 1.0182
 R=8: midplane formula 3.96437e-03 hartree, half-space overlap 0.49829
 R=8: tail distortion at midpoint 1.3304
 R=16: midplane formula 2.69771e-06 hartree, half-space overlap 0.50000
 R=16: tail distortion at midpoint 1.2755
 predicted large-R distortion 1.2131
Path integral F(b) (a.u.)
 b=6 bohr: H2+ levels 7.65666e-02, Bessel 7.77658e-02
 b=8 bohr: H2+ levels 1.57395e-02, Bessel 1.56232e-02
 b=10 bohr: H2+ levels 2.93550e-03, Bessel 2.89079e-03
 decay rate at b=10: 0.8567, 1-3/(2b): 0.8500 1/bohr
Exponential phase C=200: integral 66.48409, formula 66.48410 bohr^2
Critical phase exp(-gamma)/2 = 0.28073 rad
v (a.u.), lab energy (eV), b_c (bohr), sigma, pi b_c^2/2 (bohr^2), line
 0.03     22.5 8.7553 118.942 120.409 119.633
 0.05     62.5 8.1394 102.580 104.066 102.552
 0.10    249.8 7.2862 81.943 83.391 81.477
 0.20    999.3 6.4057 62.945 64.454 62.823
 0.30   2248.4 5.8737 52.434 54.193 53.034
Phase and probability at v=0.1 a.u.
 b=4 bohr: eta=3.17809 rad, P=0.00133
 b=6 bohr: eta=0.76567 rad, P=0.48027
 b=8 bohr: eta=0.15740 rad, P=0.02457
 b=10 bohr: eta=0.02935 rad, P=0.00086
sigma(v=0.1) = 2.2946e-15 cm^2
Fit sqrt(sigma)=A-B ln v: A=5.3712, B=1.5874 bohr
Largest departure from line 0.0413 bohr
Largest relative departure 0.570 %
Predicted B at v=0.03, 0.0949, 0.3: 1.4995, 1.5611, 1.6675 bohr
```
